# Backscattering in a Uniform Downhill Field and the kT Layer, part 2

What fraction $R$ of the carriers injected into a transistor channel returns to the source, and which collisions decide it? Lengths are in nm, energies in meV. Classical, dilute carriers of mass $m$, velocity $v$ and kinetic energy $\varepsilon=mv^2/2$ move in one dimension from the source at $x=0$ to a collector at $x=L$. A constant force $f>0$ gives the potential energy $U(x)=-fx$. The mean path between collisions, $\lambda$, is independent of energy. Each collision reverses the motion and redraws $\varepsilon$ from a thermal flux, with density $e^{-\varepsilon/kT}/kT$; $kT$ is the lattice thermal energy, while $T$ alone is the transmitted fraction.

The backward stream keeps this exponential distribution as it climbs, so the force turns its carriers at the rate $1/\ell$ per unit length, with $\ell=kT/f$. The fluxes towards collector and source, $F_+$ and $F_-$, are both positive, and $J=F_+-F_-$ is constant:

$$\frac{dF_+}{dx}=\frac{dF_-}{dx}=-\frac{F_+}{\lambda}+\left(\frac1\lambda+\frac1\ell\right)F_- .\tag{1}$$

Equal rates in both directions would make the equilibrium flux uniform on a slope, contradicting the Boltzmann factor.

For a collector that sends nothing back and uniform $\lambda$, with $L_{\text{eff}}=\ell(1-e^{-L/\ell})$,

$$F_-(x)=\frac{J\ell}{\lambda}\left[1-e^{-(L-x)/\ell}\right],\tag{3}$$

$$R=\frac{F_-(0)}{F_+(0)}=\frac{L_{\text{eff}}}{\lambda+L_{\text{eff}}},\qquad T=1-R=\frac{\lambda}{\lambda+L_{\text{eff}}}.\tag{4}$$

If $\lambda$ varies with position, the integrating factor $e^{-x/\ell}$ gives

$$\frac{d}{dx}\left[e^{-x/\ell}F_-\right]=-J\,\frac{e^{-x/\ell}}{\lambda(x)} ,$$

and, for the same collector, the odds of returning are

$$\frac{R}{1-R}=\int_0^L\frac{e^{-x/\ell}}{\lambda(x)}\,dx .\tag{5}$$

The example, at 300 K, has $kT=25.852$ meV, $f=5$ meV/nm, $L=20$ nm and $\lambda=10$ nm, so $\ell=5.170$ nm, $e^{-L/\ell}=0.0209$, $L_{\text{eff}}=5.062$ nm, $R=0.336$ and $T=0.664$. A simulation following 400,000 carriers one by one, without the flux equations, confirmed this $R$.

**Q.** Why should the weight be so simple? A carrier reversed at depth $x$ may collide again several times before its fate is settled.

**A.** The later collisions are included, because equation (5) contains the net effect of collisions at each place. Per unit length, they put $F_+/\lambda$ into the backward stream and take $F_-/\lambda$ out of it. The net supply is $(F_+-F_-)/\lambda=J/\lambda$. With collisions accounted for in this way, the one remaining process is turning by the force, and a fraction $e^{-x/\ell}$ survives it over a climb $x$. The integral adds up the net supplies, each reduced by its climb.

**Q.** How much of the effect comes from the first layer, of thickness $\ell$?

**A.** For uniform $\lambda$, and a channel longer than $\ell$, its share of the odds is

$$\frac{\int_0^{\ell}e^{-x/\ell}dx}{\int_0^{L}e^{-x/\ell}dx}=\frac{1-e^{-1}}{1-e^{-L/\ell}} .$$

In the example this is $0.632/0.979=0.646$, or about 65 percent. The layer occupies about a quarter of the channel. The boundary at $\ell$ is not sharp, and the remaining 35 percent is not negligible; "of order $kT/f$" should be read with that in mind.

**Q.** I should be more impressed if you removed the scatterers and looked.

**A.** The simulation was repeated in that way. With scatterers in the first 5.170 nm and none beyond, equation (5) gives the odds

$$\frac{\ell}{\lambda}\left(1-e^{-1}\right)=0.517\times0.632=0.327,$$

and hence $R=0.327/1.327=0.246$. The simulated fraction was also 0.246. With scatterers in the remaining 14.830 nm and none in the first layer, the odds are

$$\frac{\ell}{\lambda}\left(e^{-1}-e^{-L/\ell}\right)=0.517\times(0.368-0.021)=0.179,$$

and $R=0.179/1.179=0.152$. The simulation gave 0.153. The far region is almost three times as thick, yet it returns fewer carriers.

**Q.** The two fractions add up to 0.398, but the full channel returned 0.336. Something is missing.

**A.** The odds add, as the integral in (5) shows: $0.327+0.179=0.506$, which is $L_{\text{eff}}/\lambda$ for the full channel. The fractions do not add, because $R$ is the odds divided by one plus the odds, and that is not a linear function. Carriers already returned by the near layer are not available to the far one, and carriers coming back from the far region can be reversed again in the near layer.

**Q.** If backscattering belongs to the region near the source, the backward flux should die out deeper in the channel.

**A.** It does not. Equation (3) of the first half, $F_-(x)=(J\ell/\lambda)[1-e^{-(L-x)/\ell}]$, shows that $F_-$ is nearly constant until the collector is a few $\ell$ away. At $x=10$ nm, in the middle of the channel,

$$\frac{F_-}{J}=0.517\times\left(1-e^{-10/5.170}\right)=0.517\times0.855=0.442,$$

compared with 0.506 at the source. In the middle there are still many carriers moving backwards, but most of them will not get out through the source. They are continually turned, by the force or by another collision, and replaced by newly scattered ones. A large local backward flux is therefore no sign that the place contributes much to $R$.

**Q.** So I could double the length of the channel without much harm?

**A.** As far as $R$ is concerned, yes, if the force is kept the same. For $L=40$ nm the formula gives $R=0.3407$, against $0.3361$ for 20 nm, a relative increase of 1.4 percent. The limit for a long channel follows by setting $L_{\text{eff}}=\ell$ and multiplying numerator and denominator by $f$:

$$R_\infty=\frac{\ell}{\lambda+\ell}=\frac{kT}{kT+f\lambda}=\frac{25.852}{25.852+50}=0.3408 .$$

What counts is the energy $f\lambda$ gained from the field over one mean free path, compared with $kT$. Without a force, the same doubling would have raised $R$ from $20/30=0.667$ to $40/50=0.800$. If instead the total drop $fL$ is kept fixed, doubling $L$ halves the force and doubles $\ell$, and then $L_{\text{eff}}$ doubles as well. It matters which quantity is held constant.

**Q.** And if I change the force?

**A.** For $L=20$ nm and $\lambda=10$ nm the results are as follows, with lengths in nm and $f$ in meV/nm.

| $f$ | $kT/f$ | $L_{\text{eff}}$ | $R$ | $R$ simulated |
|---|---|---|---|---|
| 1 | 25.85 | 13.93 | 0.5820 | 0.5823 |
| 5 | 5.17 | 5.06 | 0.3361 | 0.3365 |
| 20 | 1.29 | 1.29 | 0.1145 | 0.1144 |

In the first row $kT/f$ is longer than the channel, and $L_{\text{eff}}$ is well below both lengths. To replace it by $kT/f$ would be a poor approximation there. In the last row the two agree to the digits shown.

**Q.** In a transistor the field is not uniform near the source. Does the argument collapse?

**A.** Not if the potential energy still falls everywhere in the channel. Let the force be $f(x)\ge0$. The proof that the backward stream keeps its exponential distribution refers to the energy spent in the climb, so it remains valid, and the local turning rate is $f(x)/kT$. The integrating factor becomes $e^{-\Delta(x)/kT}$, where $\Delta(x)=\int_0^x f(y)\,dy$ is the drop between the source and $x$. In place of (5) we obtain

$$\frac{R}{1-R}=\int_0^L\frac{e^{-\Delta(x)/kT}}{\lambda(x)}\,dx .$$

If neither the force nor $\lambda$ becomes much smaller further in, the controlling region is the one in which the potential energy has fallen by about $kT$. A long, nearly flat stretch lower down could contribute as much, because the integral runs over distance. This extension rests on the derivation; the simulations were made for uniform force. The potential is also taken as given here, whereas in a device it depends on the carriers themselves.

**Q.** Suppose I know the density of carriers near the source, and not the injected flux. How does $R$ enter the current then?

**A.** It enters twice. Suppose that the injected carriers are a thermal flux. The returning ones are thermal too, as we showed. For a half-Maxwell distribution the ratio of flux to density is

$$v_T=\frac{\int_0^\infty v\,e^{-mv^2/2kT}dv}{\int_0^\infty e^{-mv^2/2kT}dv}=\frac{kT/m}{\sqrt{\pi kT/2m}}=\sqrt{\frac{2kT}{\pi m}} .$$

The density at $x=0$ is therefore $n=(F_++F_-)/v_T=F_+(0)(1+R)/v_T$, while $J=F_+(0)(1-R)$. Division gives

$$\frac{J}{n}=v_T\,\frac{1-R}{1+R} .$$

In the example the last factor is $0.664/1.336=0.497$. The relation holds at the plane $x=0$; a little further in, the forward carriers have been accelerated, their density falls quickly, and the factor no longer applies. At a given density at $x=0$, the current is half of what it would be without collisions, although two thirds of the injected carriers get through. The returning carriers reduce the current and also take up part of the density.

**Q.** A real drain is a reservoir. It sends carriers back.

**A.** Let the source inject the flux $a=F_+(0)$ and the drain a thermal flux $b=F_-(L)$. Take the equation for $e^{-x/\ell}F_-$ with uniform $\lambda$ and integrate from $0$ to $L$, now keeping $F_-(L)$:

$$e^{-L/\ell}\,b-F_-(0)=-J\,\frac{L_{\text{eff}}}{\lambda},\qquad F_-(0)=J\,\frac{L_{\text{eff}}}{\lambda}+b\,e^{-L/\ell}.$$

With $a=J+F_-(0)$ this becomes $a-b\,e^{-L/\ell}=J(1+L_{\text{eff}}/\lambda)$. The last bracket is $1/T$, so that

$$J=T\left(a-b\,e^{-L/\ell}\right).\tag{6}$$

Setting $a=0$ shows that a carrier from the drain reaches the source with probability $Te^{-L/\ell}$. In the example this is $0.664\times0.0209=0.0139$. The simulation gave 0.0136, with a standard error of about 0.0002. For $b=0.7a$ the current falls from $0.664a$ to $0.654a$.

**Q.** Does the current vanish in equilibrium?

**A.** Equation (6) gives $J=0$ for $b=a\,e^{L/\ell}$, which is the Boltzmann ratio for the drop $fL$. In the example the drain must inject 47.9 times as much as the source. The flux equations were also solved numerically as a boundary-value problem for $b/a=0$, $0.7$ and $47.9$. The flux profiles and the currents agreed with the formulas to within $10^{-5}$ of the larger injected flux.

**Q.** Now my main doubt. You let every collision reset the energy to a thermal value. A carrier that has fallen through 60 meV is thereby deprived of what it gained. Is it the field that protects it from returning, or your rule?

**A.** In this model, with motion in one dimension and $\lambda$ independent of energy, both are needed. Let collisions reverse the velocity and leave the kinetic energy unchanged. An injected carrier with initial kinetic energy $\varepsilon_0>0$ then has the kinetic energy $\varepsilon_0+fx$ at every depth $x$, whatever its history. If it is reversed there, it has enough energy to climb the whole way back, with $\varepsilon_0$ to spare. It is never turned by the force inside the channel. The term $1/\ell$ disappears from the equations for these carriers, and

$$\frac{dF_-}{dx}=-\frac{J}{\lambda},\qquad F_-(0)=J\,\frac{L}{\lambda},\qquad R=\frac{L}{\lambda+L}.$$

The force has dropped out, because the motion is one-dimensional and $\lambda$ does not depend on energy. For the example $R=0.667$ at any $f$. The simulation with elastic reversals gave 0.666 at 5 meV/nm and again 0.666 at 20 meV/nm.

**Q.** You told me earlier that equal rates contradict equilibrium. Now you use them.

**A.** Earlier the equations described all carriers. Here they describe those with total energy $E=\varepsilon+U>0$, the group to which the carriers injected at the source belong. In equilibrium, their one-way flux in a range $dE$ is proportional to

$$v\,e^{-(\varepsilon+U)/kT}\,dv=\frac1m\,e^{-E/kT}\,dE ,$$

since $dE=m\,v\,dv$ at fixed $x$. This does not depend on $x$, so a uniform flux is right for this group. The growth of the total flux downhill comes from carriers with $E<0$, which cannot reach the source. Elastic collisions do not lead from the first group to the second. A collision does so if the carrier loses more than its total energy $E$ in it, and a carrier that has passed to $E<0$ returns only if a later collision gives it the missing energy.

**Q.** So what may I say about a real channel, where collisions are neither perfectly elastic nor perfectly thermalizing?

**A.** That this calculation covers the two extremes of energy exchange within a one-dimensional model with constant $\lambda$, and does not settle what lies between. A real phonon carries at most some tens of meV, so one collision cannot reset the energy of a carrier that has fallen much further than that. The $kT$ layer has been derived for carriers that give up their gained energy when they are reversed. It fails for purely elastic reversals in one dimension with a constant $\lambda$. That result does not carry over to every elastic mechanism: if $\lambda$ grows with energy, the accelerated carriers collide less often and the force lowers $R$ without any energy loss. Three further restrictions belong to the result. If $\lambda$ depends on energy, the heating of the forward stream affects its collision rate, and two fluxes no longer form a closed description. Motion across the channel has been left out, so a collision could not divert energy into it; where it can, even an elastic collision may leave too little energy along the channel for the climb back, and the force again lowers $R$. Degenerate carriers and quantum reflection or tunnelling are also outside the model. The quantum restriction can be serious in a short layer: for a mass of 0.2 electron masses at 300 K the thermal wavelength $h/\sqrt{2\pi m\,kT}$ is 9.6 nm, longer than $kT/f$ in our example. The numbers given here therefore illustrate the classical model and are not predictions for such a channel.

**Q.** And within those restrictions, which collisions should a designer worry about?

**A.** If neither the force nor $\lambda$ becomes much smaller further in, the returned fraction is decided mainly by those that occur before the potential energy has fallen by a few $kT$. A collision site at a drop of $3kT$ has the weight $e^{-3}=0.05$ relative to one at the source. Its effect on the returned fraction is correspondingly small, even though it still reverses carriers as often as its mean free path dictates. A long flat stretch contains many such sites, and together they can matter. Nor does the rule say how collisions further in change the density of carriers and, through it, the potential, which was taken as given here.

## Computed results

```
temperature = 300 K, kT = 25.852 meV
force = 5.0 meV/nm, L = 20.0 nm, lam = 10.0 nm
energy drop force*L = 100.0 meV
drop in units of kT, L/ell = 3.8682
ell = kT/force = 5.1704 nm
exp(-L/ell) = 0.02090
effective length Leff = 5.0624 nm
odds R/(1-R) = Leff/lam = 0.5062
returned fraction R = 0.3361, transmitted T = 0.6639
climb 0.5 nm: surviving fraction 0.9078, mean energy left 1.0000 kT
climb 1.0 nm: surviving fraction 0.8241, mean energy left 1.0000 kT
climb 3.0 nm: surviving fraction 0.5598, mean energy left 1.0000 kT
drain flux 0.0000: J/source flux = 0.66391 (formula)
drain flux 0.7000: J/source flux = 0.65419 (formula)
drain flux 47.8549: J/source flux = 0.00000 (formula)
simulated carriers per case = 400000
standard error of simulated R in example = 0.00075
force 1 meV/nm, L 20 nm: kT/force 25.852 nm, Leff 13.926 nm, R 0.5820, simulated 0.5823
force 5 meV/nm, L 20 nm: kT/force 5.170 nm, Leff 5.062 nm, R 0.3361, simulated 0.3365
force 20 meV/nm, L 20 nm: kT/force 1.293 nm, Leff 1.293 nm, R 0.1145, simulated 0.1144
force 5 meV/nm, L 40 nm: kT/force 5.170 nm, Leff 5.168 nm, R 0.3407, simulated 0.3410
long-channel limit kT/(kT+force*lam) = 0.3408
scatterers only at x<ell, thickness 5.170 nm: odds 0.3268, R 0.2463, simulated 0.2458
scatterers only at x>ell, thickness 14.830 nm: odds 0.1794, R 0.1521, simulated 0.1529
share of odds from first layer = 64.6 percent
drain-to-source probability = 0.01387, simulated 0.01360
elastic, force 5 meV/nm: L/(lam+L) = 0.6667, simulated R 0.6658
elastic, force 20 meV/nm: L/(lam+L) = 0.6667, simulated R 0.6663
```
